# Tang-Toennies damping functions without cancellation at small argument: a program that tests the result

```python
"""
Tang-Toennies damping: f_n(x) = 1 - exp(-x) * sum_{k=0}^{n} x^k/k!,  x = b R.
Result under test: the defining formula has absolute error of order u (unit
roundoff), so it loses about -log10 f_n(x) digits. The complementary series
exp(-x) * sum_{k>n} x^k/k!, equal to the regularized incomplete gamma function
P(n+1, x), has positive terms only and keeps full relative accuracy.
The stable routine returns g_n(x) = f_n(x)/x^n, the form needed in energies.
References are the definition evaluated with many extra digits (mpmath).
Energy model: E(R) = -sum_n C_n f_n(bR)/R^n in hartree (Eh) and bohr (a0).
"""
import math
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammainc

mp.mp.dps = 60
U64 = 2.0**-53
U32 = 2.0**-24
ORDERS = (6, 8, 10)
rng = np.random.default_rng(12345)


def naive_damping(n, x):
    """Defining formula in the precision of the array x."""
    term = np.ones_like(x)
    total = np.ones_like(x)
    for k in range(1, n + 1):
        term = term * x / k
        total = total + term
    return 1 - np.exp(-x) * total


def stable_ratio(n, x):
    """Return f_n(x)/x^n and the index of the last series term used."""
    if x >= n + 1:
        return float(naive_damping(n, np.float64(x))) / x**n, 0
    term = total = 1.0
    last = 0
    # the neglected tail is at most term*x/(n+2+last-x)
    while term * x > U64 * total * (n + 2 + last - x):
        last += 1
        term *= x / (n + 1 + last)
        total += term
    return x * math.exp(-x) * total / math.factorial(n + 1), last


def reference_damping(n, x):
    """Definition with enough digits to survive the cancellation."""
    x = float(x)
    digits = 60 + int((n + 1) * max(0.0, -math.log10(x)))
    with mp.workdps(digits):
        big_x = mp.mpf(x)
        term = total = mp.mpf(1)
        for k in range(1, n + 1):
            term = term * big_x / k
            total += term
        return 1 - mp.exp(-big_x) * total


def relative_error(value, reference):
    return abs(float((mp.mpf(float(value)) - reference) / reference))


# Stable routine and library incomplete gamma over a wide range
worst_stable = worst_library = worst_recurrence = 0.0
for n in (1, 6, 8, 10, 16):
    for x in 10.0**rng.uniform(-6, 1.6, 300):
        x = float(x)
        f_ref = reference_damping(n, x)
        g_ref = f_ref / mp.mpf(x)**n
        g, last = stable_ratio(n, x)
        err = relative_error(g, g_ref)
        bound = (3 * last + 6) if x < n + 1 else (3 * n + 7)
        assert err <= bound * U64
        worst_stable = max(worst_stable, err)
        err_lib = relative_error(gammainc(n + 1, x), f_ref)
        assert err_lib < 1e-12
        worst_library = max(worst_library, err_lib)

# Downward recurrence from order 10 to order 6
for x in 10.0**rng.uniform(-6, 1.0, 200):
    x = float(x)
    g = stable_ratio(10, x)[0]
    for n in range(10, 6, -1):
        g = x * (g + math.exp(-x) / math.factorial(n))
    err = relative_error(g, reference_damping(6, x) / mp.mpf(x)**6)
    assert err < 1e-14
    worst_recurrence = max(worst_recurrence, err)

# Integral representation by quadrature
for n in ORDERS:
    for x in (0.01, 0.5, 4.0):
        integral = quad(lambda t: t**n * math.exp(-x * t), 0, 1,
                        epsabs=0, epsrel=1e-12)[0]
        assert abs(x * integral / math.factorial(n)
                   / stable_ratio(n, x)[0] - 1) < 1e-11

# Leading small-x form including its first correction
for n in ORDERS:
    x = 1e-3
    lead = mp.mpf(x)**(n + 1) / mp.factorial(n + 1)
    slope = float((reference_damping(n, x) / lead - 1) / x)
    assert abs(slope + (n + 1) / (n + 2)) < 1e-3

# At the switching point more than half of the damping is restored
for n in range(0, 41):
    assert reference_damping(n, n + 1) > 0.5

# Very small argument: f_n underflows, the ratio does not
tiny = 1e-30
assert gammainc(11, tiny) == 0.0
tiny_ratio = stable_ratio(10, tiny)[0]
assert relative_error(tiny_ratio, reference_damping(10, tiny)
                      / mp.mpf(tiny)**10) < 1e-15


def measured_loss(n, center, dtype, unit):
    """Predicted and rms measured digit loss in a 1 percent window."""
    x = (center * (1 + 0.01 * rng.uniform(-1, 1, 200))).astype(dtype)
    values = naive_damping(n, x)
    assert values.dtype == dtype
    refs = [reference_damping(n, xi) for xi in x]
    delta = np.array([float(mp.mpf(float(v)) - r)
                      for v, r in zip(values, refs)]) / unit
    if dtype == np.float64:
        assert np.all(np.abs(delta) <= 2 * x + n + 4)
    rms = math.sqrt(np.mean(delta**2))
    assert 0.2 < rms < 4.0
    rel = delta / np.array([float(r) for r in refs])
    predicted = -math.log10(float(reference_damping(n, center)))
    measured = math.log10(math.sqrt(np.mean(rel**2)))
    assert abs(measured - predicted) < 0.7
    return predicted, measured, rms


print(f"unit roundoff double {U64:.3e}, single {U32:.3e} (no unit)")
print(f"max rel. error, stable routine: {worst_stable:.2e}"
      f" = {worst_stable / U64:.1f} u")
print(f"max rel. error, library incomplete gamma: {worst_library:.2e}")
print(f"max rel. error, downward recurrence 10->6: {worst_recurrence:.2e}")
print(f"x=1e-30, n=10: f_n/x^n = {tiny_ratio:.6e}, library f_n ="
      f" {gammainc(11, tiny):.1f}")

print("Digits lost, double: predicted / measured rms; rms abs. error in u")
for center in (0.01, 0.1, 0.3, 1.0, 3.0):
    cells = []
    for n in ORDERS:
        p, m, r = measured_loss(n, center, np.float64, U64)
        cells.append(f"n={n}: {p:.2f}/{m:.2f} ({r:.2f} u)")
    print(f"  x={center:<5g}" + "; ".join(cells))
print("Digits lost, single precision, n=10: predicted / measured")
for center in (1.0, 2.0, 5.0):
    p, m, r = measured_loss(10, center, np.float32, U32)
    print(f"  x={center:g}: {p:.2f}/{m:.2f} ({r:.2f} u), available"
          f" {-math.log10(U32):.2f}")
print(f"Digits available in double: {-math.log10(U64):.2f}")

print("Argument of total loss f_n(x)=u in double: root, x0, corrected x0")
for n in ORDERS:
    root = brentq(lambda x: math.log(stable_ratio(n, x)[0])
                  + n * math.log(x) - math.log(U64), 1e-4, n + 1.0,
                  xtol=1e-14)
    x0 = (math.factorial(n + 1) * U64)**(1 / (n + 1))
    corrected = x0 * (1 + x0 / (n + 2))
    assert abs(corrected / root - 1) < x0**2 / (n + 2)
    assert abs(corrected - root) < abs(x0 - root)
    print(f"  n={n}: {root:.6f}, {x0:.6f}, {corrected:.6f}")

print("Last series index J at x=0.1, x=1, x just below n+1; f_n(n+1)")
for n in ORDERS:
    counts = [stable_ratio(n, x)[1] for x in (0.1, 1.0, n + 1 - 1e-9)]
    half = float(reference_damping(n, n + 1))
    print(f"  n={n}: {counts[0]}, {counts[1]}, {counts[2]}; {half:.4f}")

# Worked example with round model parameters
b = 2.0
coefficients = {6: 100.0, 8: 3000.0, 10: 100000.0}


def stable_energy(distance):
    return -sum(c * b**n * stable_ratio(n, b * distance)[0]
                for n, c in coefficients.items())


def naive_energy(distance):
    return -sum(c * naive_damping(n, b * distance) / distance**n
                for n, c in coefficients.items())


def reference_energy(distance):
    return -sum(mp.mpf(c) * reference_damping(n, b * distance)
                / mp.mpf(float(distance))**n
                for n, c in coefficients.items())


print(f"Model: b={b:g} 1/a0; C6, C8, C10 = "
      + ", ".join(f"{c:g}" for c in coefficients.values())
      + " Eh a0^n")
print("R (a0): E stable (Eh), E naive (Eh)")
for distance in (0.05, 0.1, 0.2, 0.5, 1.0, 5.0):
    stable = stable_energy(distance)
    assert relative_error(stable, reference_energy(distance)) < 1e-14
    naive = float(naive_energy(np.float64(distance)))
    print(f"  {distance:<5g}: {stable:.10e}, {naive:.10e}")

near = 0.05 * (1 + 0.01 * rng.uniform(-1, 1, 200))
noise = naive_energy(near) - np.array([stable_energy(float(r)) for r in near])
rms_noise = math.sqrt(np.mean(noise**2))
noise_scale = U64 * coefficients[10] / 0.05**10
assert 0.2 < rms_noise / noise_scale < 4.0
share = float(np.mean(naive_damping(10, b * near) <= 0))
assert share > 0.1
print(f"Near R=0.05 a0: rms naive error {rms_noise:.2f} Eh,"
      f" u C10/R^10 = {noise_scale:.2f} Eh")
print(f"  share of naive f_10 values that are zero or negative: {share:.2f}")

limit_slope = -sum(c * b**(n + 1) / math.factorial(n + 1)
                   for n, c in coefficients.items())
numeric_slope = stable_energy(1e-6) / 1e-6
assert abs(numeric_slope / limit_slope - 1) < 1e-5
print(f"E/R for R->0: formula {limit_slope:.6f} Eh/a0,"
      f" at R=1e-6 a0 {numeric_slope:.6f} Eh/a0")

print("all good")
```

Printed output:

```
unit roundoff double 1.110e-16, single 5.960e-08 (no unit)
max rel. error, stable routine: 6.94e-16 = 6.3 u
max rel. error, library incomplete gamma: 4.62e-14
max rel. error, downward recurrence 10->6: 2.54e-16
x=1e-30, n=10: f_n/x^n = 2.505211e-38, library f_n = 0.0
Digits lost, double: predicted / measured rms; rms abs. error in u
  x=0.01 n=6: 17.71/17.89 (1.52 u); n=8: 23.56/23.75 (1.54 u); n=10: 29.61/29.76 (1.43 u)
  x=0.1  n=6: 10.74/10.90 (1.43 u); n=8: 14.60/14.83 (1.68 u); n=10: 18.64/18.88 (1.71 u)
  x=0.3  n=6: 7.48/7.56 (1.22 u); n=8: 10.38/10.47 (1.23 u); n=10: 13.47/13.61 (1.37 u)
  x=1    n=6: 4.08/4.14 (1.16 u); n=8: 5.95/6.06 (1.30 u); n=10: 8.00/8.11 (1.31 u)
  x=3    n=6: 1.47/1.51 (1.07 u); n=8: 2.42/2.55 (1.35 u); n=10: 3.53/3.71 (1.50 u)
Digits lost, single precision, n=10: predicted / measured
  x=1: 8.00/8.22 (1.69 u), available 7.22
  x=2: 5.08/5.19 (1.28 u), available 7.22
  x=5: 1.86/2.01 (1.39 u), available 7.22
Digits available in double: 15.95
Argument of total loss f_n(x)=u in double: root, x0, corrected x0
  n=6: 0.017810, 0.017770, 0.017810
  n=8: 0.070482, 0.069987, 0.070477
  n=10: 0.176597, 0.174019, 0.176543
Last series index J at x=0.1, x=1, x just below n+1; f_n(n+1)
  n=6: 7, 13, 31; 0.5503
  n=8: 7, 13, 34; 0.5443
  n=10: 7, 12, 37; 0.5401
Model: b=2 1/a0; C6, C8, C10 = 100, 3000, 100000 Eh a0^n
R (a0): E stable (Eh), E naive (Eh)
  0.05 : -5.4385541752e-01, -3.4139003020e+02
  0.1  : -9.9403389818e-01, -1.1220097407e+00
  0.2  : -1.6608037768e+00, -1.6608732268e+00
  0.5  : -2.4257902276e+00, -2.4257902183e+00
  1    : -1.9965449743e+00, -1.9965449743e+00
  5    : -1.4960712732e-02, -1.4960712732e-02
Near R=0.05 a0: rms naive error 183.36 Eh, u C10/R^10 = 113.69 Eh
  share of naive f_10 values that are zero or negative: 0.57
E/R for R->0: formula -11.903159 Eh/a0, at R=1e-6 a0 -11.903137 Eh/a0
all good
```
